**Largest deflection of an arsenic ion by one silicon atom**

For an elastic collision with a free atom at rest, the largest laboratory deflection obeys $\sin\theta_{\max}=\mu$, where $\mu=m_2/m_1<1$ is the ratio of target mass to ion mass. The program integrates Newton's equations for $^{75}$As and $^{28}$Si with a screened Coulomb potential and searches for the impact parameter of greatest deflection. It asserts that the maximum agrees with the formula within 0.001° at 10, 50 and 200 keV; the output gives 21.926° each time. It also asserts the energy sharing and recoil angle at the limit, and the two ion momenta that belong to a 15° deflection. A scan over recoil directions tests the reduced maximum angle that holds when an energy $Q$ is lost to excitation. A head-on trajectory confirms that the lighter ion $^{11}$B can be thrown straight back. The output also gives the limits for $^{29}$Si and $^{30}$Si, 22.75° and 23.58°, and the size of several neglected effects.

## Numerical check

```python
"""Largest laboratory deflection of a heavy ion by a lighter atom at rest.

Result under test: sin(theta_max) = mu, where mu = m_target / m_ion < 1.
At that angle the ion keeps the energy fraction (1 - mu)/(1 + mu) and the
target recoils at 45 deg - theta_max/2 from the incoming direction.
With an internal energy loss Q at ion energy E:
sin(theta_max)^2 = mu^2 * (1 - Q*(1 + mu)/(mu*E)).
The formulas are compared with Newtonian trajectories of both atoms in the
laboratory frame (universal ZBL screened potential) and with a scan over
recoil directions. Working units: nm, eV, atomic mass unit u;
the time unit is nm*sqrt(u/eV).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

M_AS, M_B = 74.92159, 11.00931                     # 75As and 11B, u
SILICON = {"28Si": 27.97693, "29Si": 28.97649, "30Si": 29.97377}
M_SI = SILICON["28Si"]
Z_AS, Z_B, Z_SI = 33, 5, 14
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9       # eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9      # nm
ZBL_WEIGHT = np.array([0.18175, 0.50986, 0.28022, 0.02817])
ZBL_DECAY = np.array([3.1998, 0.94229, 0.4029, 0.20162])
START = 0.5                                        # initial distance, nm


def screening_length(z_ion):
    return 0.8854 * BOHR / (z_ion**0.23 + Z_SI**0.23)


def potential(r, z_ion):
    terms = ZBL_WEIGHT * np.exp(-ZBL_DECAY * r / screening_length(z_ion))
    return COULOMB * z_ion * Z_SI / r * terms.sum()


def collide(b, energy, m_ion=M_AS, z_ion=Z_AS, want_distance=False):
    """Return final ion velocity, target velocity, closest distance."""
    speed = np.sqrt(2 * energy / m_ion)
    length = screening_length(z_ion)
    strength = COULOMB * z_ion * Z_SI

    def motion(t, s):
        dx, dy = s[0] - s[2], s[1] - s[3]
        r = np.hypot(dx, dy)
        terms = ZBL_WEIGHT * np.exp(-ZBL_DECAY * r / length)
        force = strength * (terms.sum() / r**2
                            + (terms * ZBL_DECAY).sum() / (r * length))
        fx, fy = force * dx / r, force * dy / r
        return [s[4], s[5], s[6], s[7],
                fx / m_ion, fy / m_ion, -fx / M_SI, -fy / M_SI]

    end = 1.2 / speed
    sol = solve_ivp(motion, (0, end), [-START, b, 0, 0, speed, 0, 0, 0],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    dense_output=want_distance)
    assert sol.success
    closest = None
    if want_distance:
        path = sol.sol(np.linspace(0, end, 20001))
        closest = np.hypot(path[0] - path[2], path[1] - path[3]).min()
    return sol.y[4:6, -1], sol.y[6:8, -1], closest


def angle_of(velocity):
    return np.degrees(np.arctan2(abs(velocity[1]), velocity[0]))


def deflection(b, energy):
    return angle_of(collide(b, energy)[0])


def limit(mass_ratio, loss_over_energy=0.0):
    factor = 1 - loss_over_energy * (1 + mass_ratio) / mass_ratio
    return np.degrees(np.arcsin(mass_ratio * np.sqrt(factor)))


def scanned_limit(energy, loss):
    """Largest ion angle over all recoil directions, from conservation laws."""
    p0 = np.sqrt(2 * M_AS * energy)
    phi = np.linspace(0, np.pi / 2, 200001)
    quad = 0.5 * (1 / M_AS + 1 / M_SI)
    lin = p0 * np.cos(phi) / M_AS
    disc = lin**2 - 4 * quad * loss
    phi, lin, disc = phi[disc >= 0], lin[disc >= 0], disc[disc >= 0]
    largest = 0.0
    for sign in (1, -1):
        p2 = (lin + sign * np.sqrt(disc)) / (2 * quad)
        theta = np.arctan2(p2 * np.sin(phi), p0 - p2 * np.cos(phi))
        largest = max(largest, np.degrees(theta.max()))
    return largest


mu = M_SI / M_AS
theta_max = limit(mu)
E0 = 50e3
print(f"Mass of 75As: {M_AS:.3f} u; of 28Si: {M_SI:.3f} u")
print(f"Mass ratio mu (28Si/75As): {mu:.4f}")
for name, mass in SILICON.items():
    print(f"Limit from formula, {name}: {limit(mass / M_AS):.2f} deg")

# Maximum over impact parameter at three ion energies.
best_b = {}
for energy in (10e3, E0, 200e3):
    found = minimize_scalar(lambda b: -deflection(b, energy),
                            bounds=(1e-4, 0.05), method="bounded",
                            options={"xatol": 1e-8})
    best_b[energy] = found.x
    assert abs(-found.fun - theta_max) < 1e-3
    print(f"Trajectories {energy / 1e3:.0f} keV: max {-found.fun:.3f} deg"
          f" at b = {found.x:.5f} nm")

b_star = best_b[E0]
for b in np.linspace(0, 0.08, 33):
    assert deflection(b, E0) < theta_max + 1e-3
for b in (0.0, 0.002, 0.01, 0.02, 0.05):
    print(f"50 keV, b = {b:.3f} nm: deflection {deflection(b, E0):.2f} deg")

# Energies and directions at the greatest deflection.
v_ion, v_target, closest = collide(b_star, E0, want_distance=True)
E_ion = 0.5 * M_AS * (v_ion @ v_ion)
E_recoil = 0.5 * M_SI * (v_target @ v_target)
relative = v_ion - v_target
theta_cm = angle_of(relative)
recoil_angle = angle_of(v_target)
kept = (1 - mu) / (1 + mu)
assert abs(E_ion / E0 - kept) < 3e-3
assert abs(E_ion + E_recoil - E0) < 1e-5 * E0
assert abs(theta_cm - (90 + theta_max)) < 0.3
assert abs(recoil_angle - (45 - theta_max / 2)) < 0.15
print(f"Energy fraction kept at limit, formula: {kept:.4f}")
print(f"At limit, 50 keV: ion keeps {E_ion / 1e3:.1f} keV,"
      f" recoil gets {E_recoil / 1e3:.1f} keV")
print(f"Recoil angle at limit: {recoil_angle:.1f} deg")
print(f"Centre-of-mass angle at limit: {theta_cm:.1f} deg")
print(f"Closest distance at limit: {closest:.4f} nm")

# Two impact parameters with one common deflection: two momentum roots.
common = 15.0
c, s = np.cos(np.radians(common)), np.sin(np.radians(common))
for label, low, high, sign in (("near", 1e-6, b_star, -1),
                               ("far", b_star, 0.08, 1)):
    b = brentq(lambda x: deflection(x, E0) - common, low, high, xtol=1e-10)
    velocity = collide(b, E0)[0]
    ratio = np.linalg.norm(velocity) / np.sqrt(2 * E0 / M_AS)
    root = (c + sign * np.sqrt(mu**2 - s**2)) / (1 + mu)
    assert abs(ratio - root) < 1e-5
    print(f"15 deg, {label} hit: b = {b:.5f} nm, p1/p0 = {ratio:.4f},"
          f" E = {ratio**2 * E0 / 1e3:.1f} keV")

# A lighter ion has no such limit.
boron_angle = angle_of(collide(0.0, E0, M_B, Z_B)[0])
assert M_B < M_SI and boron_angle > 179.9
print(f"11B on 28Si, 50 keV, head-on: {boron_angle:.1f} deg")

# Energy loss to internal excitation, and the scale of lattice binding.
E_cm = E0 * mu / (1 + mu)
print(f"Energy of relative motion at 50 keV: {E_cm / 1e3:.2f} keV")
assert abs(scanned_limit(E0, 0.0) - theta_max) < 1e-4
for label, loss in (("trial electronic loss", 1000.0),
                    ("rough displacement energy", 15.0)):
    lowered = limit(mu, loss / E0)
    assert abs(scanned_limit(E0, loss) - lowered) < 1e-4
    assert lowered < theta_max
    print(f"Limit with {label} {loss:.0f} eV: {lowered:.3f} deg")

# Target motion at 300 K: harmonic atom with a rough 40 meV phonon energy.
temperature, phonon = 300.0, 0.040
kT = const.k * temperature / const.e
kinetic = 0.75 * phonon / np.tanh(phonon / (2 * kT))
w = np.sqrt(2 * kinetic * const.e / (M_SI * const.atomic_mass))
v0 = np.sqrt(2 * E0 * const.e / (M_AS * const.atomic_mass))
alpha = np.linspace(0, 2 * np.pi, 3601)
wx, wy = w * np.cos(alpha), w * np.sin(alpha)
Vx, Vy = (v0 + mu * wx) / (1 + mu), mu * wy / (1 + mu)
radius = mu * np.hypot(v0 - wx, wy) / (1 + mu)
moving = np.degrees(np.abs(np.arctan2(Vy, Vx))
                    + np.arcsin(radius / np.hypot(Vx, Vy))).max()
assert 0 < moving - theta_max < 0.5
print(f"Ion speed at 50 keV: {v0:.3e} m/s")
print(f"Rms speed of Si atom at 300 K (40 meV phonon): {w:.0f} m/s")
print(f"Largest rise of limit by that motion: {moving - theta_max:.3f} deg")

# Other neglected effects.
neighbour = 0.235                                  # rough Si-Si distance, nm
rest = M_AS * const.atomic_mass * const.c**2 / const.e
reduced = M_AS * M_SI / (M_AS + M_SI) * const.atomic_mass
wavelength = const.hbar / (reduced * v0) * 1e9
print(f"As-Si potential at {neighbour} nm:"
      f" {potential(neighbour, Z_AS):.2f} eV")
print(f"Ion kinetic energy / rest energy: {E0 / rest:.1e}")
print(f"Reduced wavelength of relative motion: {wavelength:.1e} nm")

# Fewest collisions whose deflections can add up to more than 90 deg.
for name in ("28Si", "30Si"):
    single = limit(SILICON[name] / M_AS)
    count = int(np.floor(90 / single)) + 1
    assert count * single > 90 >= (count - 1) * single
    print(f"Fewest hits on {name} to turn past 90 deg: {count}")
print(f"Two hits on 28Si, largest total turn: {2 * theta_max:.1f} deg")
print("tests ok")
```

Printed output:

```
Mass of 75As: 74.922 u; of 28Si: 27.977 u
Mass ratio mu (28Si/75As): 0.3734
Limit from formula, 28Si: 21.93 deg
Limit from formula, 29Si: 22.75 deg
Limit from formula, 30Si: 23.58 deg
Trajectories 10 keV: max 21.926 deg at b = 0.01452 nm
Trajectories 50 keV: max 21.926 deg at b = 0.00653 nm
Trajectories 200 keV: max 21.926 deg at b = 0.00266 nm
50 keV, b = 0.000 nm: deflection 0.00 deg
50 keV, b = 0.002 nm: deflection 12.35 deg
50 keV, b = 0.010 nm: deflection 19.85 deg
50 keV, b = 0.020 nm: deflection 10.78 deg
50 keV, b = 0.050 nm: deflection 1.93 deg
Energy fraction kept at limit, formula: 0.4562
At limit, 50 keV: ion keeps 22.8 keV, recoil gets 27.2 keV
Recoil angle at limit: 34.0 deg
Centre-of-mass angle at limit: 111.9 deg
Closest distance at limit: 0.0172 nm
15 deg, near hit: b = 0.00257 nm, p1/p0 = 0.5073, E = 12.9 keV
15 deg, far hit: b = 0.01487 nm, p1/p0 = 0.8993, E = 40.4 keV
11B on 28Si, 50 keV, head-on: 180.0 deg
Energy of relative motion at 50 keV: 13.59 keV
Limit with trial electronic loss 1000 eV: 21.065 deg
Limit with rough displacement energy 15 eV: 21.914 deg
Ion speed at 50 keV: 3.589e+05 m/s
Rms speed of Si atom at 300 K (40 meV phonon): 565 m/s
Largest rise of limit by that motion: 0.060 deg
As-Si potential at 0.235 nm: 1.51 eV
Ion kinetic energy / rest energy: 7.2e-07
Reduced wavelength of relative motion: 8.7e-06 nm
Fewest hits on 28Si to turn past 90 deg: 5
Fewest hits on 30Si to turn past 90 deg: 4
Two hits on 28Si, largest total turn: 43.9 deg
tests ok
```
